Why Orbital Rotations at Fixed Fractional Occupations Converge Slowly

**Q:** I minimize the free energy of a metal at a finite electronic temperature. The variables are the orbitals and one occupation number per orbital. The energy soon settles, but the orbitals keep drifting for thousands of steps. What is the minimizer still looking for?

**A:** Mostly rotations between orbitals whose occupations are almost equal. To see why they are slow, we need the energy cost of one such rotation.

Take real orthonormal orbitals ψ_i, each holding one spin state, with occupations f_i between 0 and 1. The density matrix, free energy and mean-field Hamiltonian are

P = Σ_i f_i |i><i|

A = E[P] − TS

H = ∂E/∂P

The entropy S = −k Σ_i [f_i ln f_i + (1−f_i) ln(1−f_i)] depends on the occupations alone. Hold these fixed and turn two orbitals into each other by an angle θ. With c = cos θ and s = sin θ,

|i'> = c|i> + s|j>

|j'> = c|j> − s|i>

The two projectors become

|i'><i'| = c²|i><i| + s²|j><j| + sc(|i><j| + |j><i|)

|j'><j'| = c²|j><j| + s²|i><i| − sc(|i><j| + |j><i|)

Multiply the first by f_i and the second by f_j, add them, and subtract the original f_i|i><i| + f_j|j><j|. Since c² − 1 = −s², the result is

ΔP = (f_i−f_j) [s²(|j><j| − |i><i|) + sc(|i><j| + |j><i|)]

The whole change carries the factor f_i − f_j. If the occupations are equal, the rotation does nothing to P, however large the angle.

**Q:** And the energy?

**A:** First freeze H, so that the energy change is Tr(HΔP). Because H_ij = H_ji,

ΔE = (f_i−f_j) [s²(H_jj−H_ii) + 2sc H_ij]

At small θ the second term is linear, and it gives the gradient

dA/dθ = 2(f_i−f_j)H_ij

This is also the gradient with H self-consistent, because H is by definition the first derivative of E. The entropy adds nothing at fixed f.

Now let the orbitals be eigenstates of H, with H_ij = 0 and H_ii = e_i. What remains is

ΔE = sin²θ (f_i−f_j)(e_j−e_i)

Since sin²θ ≈ θ², the second derivative at θ = 0 is

c_ij = 2(f_i−f_j)(e_j−e_i)

The curvature is positive when the lower level has the larger occupation. If the order is inverted it is negative, and the rotation lowers the energy by moving electrons downwards.

**Q:** In my calculation H changes whenever the density changes. Does that not add stiffness?

**A:** It does when the interaction energy is positive for every change of the density, as it is for the Coulomb interaction. Repulsion between sites does not by itself guarantee this, because the density change of a rotation has both signs. For pairs with nearly equal occupations and a fixed energy separation, the addition is suppressed even more strongly. Take an energy quadratic in the density, with interaction U. To first order in θ, ΔP contains θ(f_i−f_j)(|i><j| + |j><i|), so

δn = 2θ(f_i−f_j)ψ_iψ_j

The interaction energy of this change is ½ δn U δn. Write (ij|U|kl) for the interaction between the products ψ_iψ_j and ψ_kψ_l. Then

½ δn U δn = 2θ²(f_i−f_j)² (ij|U|ij)

Its second derivative is 4(f_i−f_j)²(ij|U|ij). This is quadratic in the occupation difference, whereas c_ij is linear in it. The ratio of the two is 2(ij|U|ij)(f_i−f_j)/(e_j−e_i), which is tiny for deep levels but need not be small for close levels near the chemical potential.

With many angles at once, let X be the antisymmetric matrix with X_ji = θ_ij for i<j, and let f and H denote diagonal matrices in the eigenstate basis. Expanding exp(X) f exp(−X) to second order gives the frozen-H energy ½Tr([X,[X,f]]H). With Y = [X,f], moving X cyclically inside the trace gives

Tr([X,Y]H) = Tr(YHX) − Tr(YXH) = −Tr(Y[X,H])

The elements are Y_ij = X_ij(f_j−f_i) and [X,H]_ji = X_ji(e_i−e_j), and X_ijX_ji = −θ_ij². Each pair occurs twice in the trace, which cancels the factor ½:

ΔE = Σ_(i<j) θ_ij²(f_i−f_j)(e_j−e_i)

So the frozen-H part has no coupling between different pairs. The interaction does couple them, because the density changes add before U acts. The full Hessian is

δ_(ij),(kl) c_ij + 4(f_i−f_j)(f_k−f_l)(ij|U|kl)

For another density functional, its second derivative at the stationary density takes the place of U. The exchange-correlation part of that derivative need not be positive, so it can soften a rotation. An example is opposite rotations of the up-spin and down-spin orbitals of a closed shell, which leave the total density unchanged to first order and so feel no Coulomb stiffening.

**Q:** How small does the curvature become in a filled band?

**A:** That depends on the temperature. For Fermi occupations define x_i = (e_i−μ)/(2kT), so that f_i = exp(−x_i)/(2 cosh x_i). On a common denominator the difference has the numerator

exp(−x_i) cosh x_j − exp(−x_j) cosh x_i = sinh(x_j−x_i)

because the two terms exp(−x_i−x_j)/2 cancel. Hence

f_i−f_j = sinh(x_j−x_i)/(2 cosh x_i cosh x_j)

Far below μ it is easier to think of holes. There 1−f_i ≈ exp[−(μ−e_i)/kT], and

f_i−f_j ≈ exp[−(μ−e_j)/kT] − exp[−(μ−e_i)/kT]

The curvature is therefore exponentially small in the depth below μ divided by kT. High empty levels behave in the same way, with their small electron occupations in place of the holes.

**Q:** Can you put numbers to it?

**A:** Consider an open chain of 12 sites with 8 spinless electrons. The hopping is 1 eV, kT is 0.2 eV (about 2320 K), and there is a uniform neutralizing background. Deviations from neutrality repel with 2 eV/(1 + distance in sites). These are round model parameters and represent no particular material.

The self-consistent chemical potential is 0.900 eV. The lowest two levels lie at −1.973 and −1.796 eV, with hole occupations 5.762×10⁻⁷ and 1.399×10⁻⁶. Therefore

f_1−f_2 = 1.399×10⁻⁶ − 5.762×10⁻⁷ = 8.23×10⁻⁷

c_12 = 2 × 8.23×10⁻⁷ × 0.1774 eV = 2.92×10⁻⁷ eV

The lowest and highest levels differ by 3.884 eV in energy and 0.9937 in occupation:

c_1,12 = 2 × 0.9937 × 3.884 eV = 7.72 eV

The ratio is 2.6×10⁷. The interaction hardly alters this: it adds 7×10⁻¹³ eV to the soft curvature and 0.36 eV to the stiff one. The full Hessian for all 66 angles has eigenvalues from 2.92×10⁻⁷ to 8.22 eV, a condition number of 2.8×10⁷.

The numerical check tests this Hessian against energy differences, with 50-digit arithmetic for the softest pair.

**Q:** Would a higher electronic temperature help?

**A:** In this chain, where the softest pair lies deep in the filled band, it helps the conditioning, but it changes the state being calculated. It need not help when the softest pair is two close levels at μ, treated in the next answer, because their curvature falls as kT rises. With self-consistency repeated at each temperature, the ratio of largest to smallest c_ij is

kT = 0.1 eV: 1.6×10¹³

kT = 0.2 eV: 2.6×10⁷

kT = 0.4 eV: 4.3×10⁴

At zero temperature, in an insulator, the filled orbitals all have f = 1 and the empty ones f = 0. Rotations within each group are then redundant: they have no curvature, but also no gradient, so the minimizer never attempts them. They should not be counted in the condition number. The curvatures that remain at frozen H are 2(e_a−e_i) between filled i and empty a, which are limited from below by the gap. Trouble comes from occupations that are nearly equal, but not equal.

**Q:** So the trouble is confined to deep levels?

**A:** No. Close levels at the Fermi energy are soft too, for another reason. The slope of the Fermi function satisfies

−df/de = f(1−f)/kT ≤ 1/(4kT)

since f(1−f) is at most ¼. Integrating from e_i to e_j gives f_i−f_j ≤ (e_j−e_i)/(4kT), and so

c_ij ≤ (e_j−e_i)²/(2kT)

Two close levels around μ nearly reach this bound, because f(1−f) is nearly ¼ across the gap. Their curvature is then quadratic in their spacing.

In a metallic chain of M sites the spacing at the Fermi level falls as 1/M, so this curvature falls as 1/M². For half-filled chains without interaction at kT = 0.2 eV, going from 100 to 200 sites reduces the spacing from 0.0622 to 0.0313 eV. The curvature falls from 9.65×10⁻³ to 2.44×10⁻³ eV, a factor of 3.95.

**Q:** How does a small curvature turn into thousands of steps?

**A:** Consider steepest descent near the minimum. Along a Hessian eigenvector with curvature λ and amplitude a, the energy error is ½λa² and the gradient is λa. A step of length s times the gradient gives

a → a − sλa = (1−sλ)a

Stability requires |1−sλ| < 1 for every mode, hence s < 2/λ_max. The stiffest mode sets the step for all of them. With s = 1/λ_max, a soft mode loses a fraction λ/λ_max of its amplitude per step, so it needs about λ_max/λ steps to shrink by a factor e. For the softest mode of the chain that is 2.8×10⁷ steps.

**Q:** But a soft mode costs almost no energy. Why should I care?

**A:** For the very softest modes you may not need to, if you want the energy alone. The costly ones are in between: stiff enough to hold some energy, but too soft to decay quickly. After n steps the total error is

ΔE_n = Σ ½λa²(1−sλ)^(2n)

To find the worst λ for a given a, set y = sλ and maximize y(1−y)^(2n) for 0 ≤ y ≤ 1. The derivative is

(1−y)^(2n−1) [1−y−2ny]

which vanishes inside the interval at y = 1/(2n+1). Putting this value into every mode gives, for s ≤ 1/λ_max,

ΔE_n ≤ |a|²/[2s(2n+1)] × [2n/(2n+1)]^(2n)

where |a|² is the sum of the squared amplitudes. The last factor tends to 1/e, so this bound falls only as 1/n. For a finite set of modes the decay does become exponential, but only after n exceeds roughly λ_max/λ_min.

I started the chain with every angle at +0.002 or −0.002 rad, the signs chosen at random, and used s = 1/λ_max. The energy errors, relative to the converged minimum, were

n = 0: 3.0×10⁻⁴ eV

n = 100: 2.3×10⁻⁷ eV

n = 1000: 1.8×10⁻⁸ eV

n = 10000: 1.3×10⁻⁹ eV

From 100 steps onwards, ten times more work reduces the error about 13-fold. The mode sum reproduces these values within 1 per cent. The bound at 10000 steps is 2.0×10⁻⁸ eV, about 15 times the actual error.

**Q:** I stop when the gradient is small. Is that safe?

**A:** It is not a safe test of the orbitals, because the gradient is 2(f_i−f_j)H_ij. A small value can come from the occupation factor. In the same run the largest gradient fell from 1.6×10⁻² to 6.1×10⁻⁷ eV per radian, a factor of 27000. The largest |H_ij| fell from 8.2×10⁻³ to 1.5×10⁻³ eV, a factor of about 5.

We can even find where the error sits. The pair with the largest |H_ij| must obey

f_i−f_j ≤ 6.1×10⁻⁷/(2 × 1.5×10⁻³) ≈ 2×10⁻⁴

Levels 4 and 5 already differ by 2.8×10⁻⁴ in occupation, and the closest pair of nearly empty levels, 11 and 12, by 7.9×10⁻³. Only pairs among the four lowest levels meet the condition. The largest remaining off-diagonal element is therefore inside the filled part of the band.

What suffers is whatever depends on the individual orbitals. The density hardly notices, since ΔP has the factor f_i−f_j. The diagonal elements H_ii, if read as orbital energies, are wrong by sin²θ(e_j−e_i) at frozen H. That is small for a small angle, but can approach the full level spacing for a large one.

**Q:** My program also updates the occupations. Does that remove the problem?

**A:** Not if each orbital still has just one number. At the minimum H_ij = 0, so the derivative of the gradient 2(f_i−f_j)H_ij with respect to an occupation f_k is 2(f_i−f_j)(ij|U|kk), which carries the same small factor. Letting the occupations relax can only lower the energy cost of a rotation, so the soft angles stay soft. The update also introduces a false stationary point. Take two orbitals with H_11 = H_22 = 0 and H_12 = w, sharing one electron. Write f_1 = ½+δ and f_2 = ½−δ, and keep H frozen. After a rotation the diagonal elements are w sin 2θ and −w sin 2θ, so the energy is

(½+δ)w sin 2θ − (½−δ)w sin 2θ = 2δw sin 2θ

For the entropy, (½+δ)ln(½+δ) + (½−δ)ln(½−δ) has the second derivative 1/(½+δ) + 1/(½−δ), equal to 4 at δ = 0. It is therefore −ln 2 + 2δ² to second order. Each of the two orbitals contributes kT times this expression to −TS, so

A ≈ −2kT ln 2 + 4wθδ + 4kTδ²

At θ = δ = 0 both first derivatives vanish, although H_12 does not. The second derivatives are 0 for θθ, 4w for θδ and 8kT for δδ. The determinant is −16w², which is negative, so the point is a saddle. Its eigenvalues follow from λ² − 8kTλ − 16w² = 0:

λ = 4kT ± 4√((kT)² + w²)

For w = 0.3 eV and kT = 0.2 eV they are −0.64 and 2.24 eV. The saddle has A = −0.277 eV, while the true minimum, with orbitals of energy ±w, has −0.381 eV. A minimizer that starts exactly at the saddle sees no gradient, and one that starts nearby sees a small one.

**Q:** How do I get rid of the slow rotations?

**A:** One way is to scale the gradient. Divide each component by its own frozen-H curvature, using the current diagonal elements for the energies:

θ_ij = −2(f_i−f_j)H_ij / [2(f_i−f_j)(H_jj−H_ii)] = −H_ij/(H_jj−H_ii)

The occupation difference cancels. This is the rotation that first-order perturbation theory uses to diagonalize H, so at frozen H it is accurate when |H_ij| is small compared with the level spacing. It leads downhill only if the lower diagonal element belongs to the larger occupation. In the inverted order the curvature is negative and the step heads for the maximum. For nearly degenerate levels it can demand a huge angle, and then the small block should be diagonalized directly.

**Q:** Does anything slow remain after that scaling?

**A:** The interaction remains. Use the variables √c_ij θ_ij. The frozen-H part of the Hessian becomes the unit matrix, and the rest is 4BᵀUB, where the columns of B are

B_ij = (f_i−f_j)ψ_iψ_j/√c_ij

To interpret this, apply a weak potential v with U switched off. It adds 2(f_i−f_j)v_ij to the gradient, so the new minimum lies at θ_ij = −2(f_i−f_j)v_ij/c_ij. The density response is

δn = Σ_(i<j) 2(f_i−f_j)ψ_iψ_jθ_ij = −4BBᵀv

Thus χ0 = −4BBᵀ is the independent-electron response at fixed occupations. If BᵀUBu = mu with m ≠ 0, multiplying from the left by UB gives UBBᵀ(UBu) = m(UBu). So 4BᵀUB and −Uχ0 share their nonzero eigenvalues. The scaled Hessian has the eigenvalues of 1−Uχ0 that differ from one, and ones otherwise.

Dividing by a small c_ij does not make the weight of any single pair in χ0 large, because that weight is bounded:

4(f_i−f_j)²/c_ij = 2(f_i−f_j)/(e_j−e_i) ≤ 1/(2kT)

Deep pairs lie far below this bound. Close pairs near μ nearly reach it, and their contributions add up, so the bound on each pair does not limit the eigenvalues of Uχ0. In the chain the condition number drops from 2.8×10⁷ to κ = 1.83. For a positive interaction like this one the eigenvalues lie between 1 and κ; a kernel with negative parts can push some below 1. With eigenvalues between 1 and κ, the best fixed fraction of the scaled step makes the two extreme factors opposite, 1−s = −(1−sκ), so s = 2/(1+κ). The error then shrinks per step by

(κ−1)/(κ+1) = 0.83/2.83 = 0.29

From the same start, 20 such steps brought every |H_ij| below 3×10⁻¹³ eV. The full scaled step, s = 1, multiplies the stiffest mode by one minus the largest eigenvalue, here 1−κ, so it diverges when that eigenvalue exceeds 2, however small the H_ij are. If Uχ0 has a large negative eigenvalue, κ is large and the interaction needs a preconditioner of its own.

**Q:** Could I avoid these rotations altogether?

**A:** Yes, by replacing the list of occupations with a symmetric matrix F in the space of the active orbitals. Its entropy is computed from its eigenvalues. At frozen H and fixed electron number, the condition for a minimum is

Tr{[H − μ + kT ln(F/(1−F))] dF} = 0

for every symmetric dF. The bracket must vanish, which makes F the Fermi function of H within the active space. The false stationary point is gone: at F = ½ in the two-level case, the derivative with respect to the off-diagonal element F_12 is 2w, not zero.

Once F has been minimized, the result depends on the space spanned by the orbitals, not on the basis chosen inside it. Inner rotations are then redundant, like those among fully occupied orbitals. The price is a diagonalization in the active space, repeated to self-consistency when H depends on the density.

**Q:** Is the remaining minimization then well conditioned?

**A:** Not by itself; it depends on how far above μ the active space reaches. The remaining rotations mix an active orbital i with an orbital a outside the space. Starting from eigenstates at frozen H, such a rotation changes one active level,

e_i → e_i + sin²θ(e_a−e_i)

and creates no off-diagonal elements in the active space. The minimized free energy changes by f_i times a small shift of e_i, because it is already stationary in the occupations. The outer curvature is therefore

2f_i(e_a−e_i)

Filled orbitals are now as stiff as their distance from the outside levels, but nearly empty active orbitals are soft, through f_i itself. With the ten lowest orbitals of the chain active, the frozen-H outer curvatures run from 0.030 to 7.8 eV, a ratio of about 260. Dividing each gradient component by f_i leaves the spread of the energy differences e_a−e_i, a ratio of about 14. The unscaled ratio is this modest only because the highest active orbitals lie within a few kT of μ. With 4 electrons instead of 8 the levels are mirrored, the tenth orbital has f = 5.6×10⁻⁶, and the ratio is about 2.5×10⁶. When the active space reaches far above μ, the division by f_i is therefore essential.

Numbers as computed

```
sites 12, electrons 8, hopping 1.0 eV
repulsion 2.0 eV/(1+distance), kT 0.2 eV = 2321 K
chemical potential 0.9002 eV; rotation angles 66
level, energy (eV), occupation, 1-occupation
 1  -1.9731 0.999999 5.762e-07
 2  -1.7957 0.999999 1.399e-06
 3  -1.5180 0.999994 5.609e-06
 4  -1.1510 0.999965 3.513e-05
 5  -0.7116 0.999684 3.162e-04
 6  -0.2366 0.996611 3.389e-03
 7   0.2468 0.963281 3.672e-02
 8   0.7100 0.721307 2.787e-01
 9   1.1244 0.245823 7.542e-01
10   1.4780 0.052717 9.473e-01
11   1.7472 0.014277 9.857e-01
12   1.9110 0.006343 9.937e-01
pair, f_i-f_j, e_j-e_i (eV), c_ij (eV), kernel term (eV)
1-2: 8.228e-07 0.1774 2.920e-07 6.867e-13
4-5: 2.810e-04 0.4395 2.470e-04 5.842e-08
8-9: 4.755e-01 0.4144 3.941e-01 1.721e-01
11-12: 7.934e-03 0.1639 2.600e-03 6.446e-05
1-12: 9.937e-01 3.8842 7.719e+00 3.554e-01
softest pair, 50-digit difference: 2.9196e-07 eV
Hessian eigenvalues: 2.9196e-07 to 8.2165 eV
condition number: full 2.814e+07, frozen H 2.644e+07
condition number after scaling by c_ij: 1.8337
descent: start angles +-0.002 rad, step 0.1217 rad^2/eV
steps, energy error, mode prediction, envelope (eV)
0: 2.992e-04 2.992e-04 1.085e-03
10: 3.554e-06 3.555e-06 1.947e-05
100: 2.291e-07 2.292e-07 1.990e-06
1000: 1.775e-08 1.777e-08 1.994e-07
10000: 1.300e-09 1.301e-09 1.995e-08
steps, largest |H_ij| (eV), largest gradient (eV/rad)
0: 8.242e-03 1.638e-02
10000: 1.534e-03 6.054e-07
scaled descent, 20 steps: |H_ij| <= 2.10e-13 eV
step 2.1/lambda_max, 20 steps: energy error grows 45.3 times
kT (eV), smallest c_ij (eV), largest/smallest c_ij
0.1 4.870e-13 1.595e+13
0.2 2.920e-07 2.644e+07
0.4 1.690e-04 4.287e+04
free chain: sites, gap at Fermi level (eV), c (eV)
50 0.12318 3.7636e-02
100 0.06221 9.6549e-03
200 0.03126 2.4416e-03
two levels: coupling 0.3 eV, saddle eigenvalues -0.6422, 2.2422
free energy: saddle -0.27726 eV, minimum -0.38057 eV
active subspace: 10 orbitals; outer curvature 0.0296 to 7.7683 eV
outer condition number: 262.69; without f_i: 14.43
```
